# Biaxial strain splitting of silicon valleys from Herring-Vogt deformation potentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: how strain moves a conduction valley

### The decision to be made

A calculation of the electron states in a strained silicon channel needs a band edge for each valley before the Schrödinger equation is solved. On a (001) film the six valleys fall into two groups. Two have their axes along the film normal, and four have their axes in the film plane. The decision is how far apart to place the two edges, and which group to place lower.

A wrong sign favours the wrong group of valleys, which has a different mass along the confinement direction. A missing elastic factor gives the right order of valleys but the wrong separation. The quantity required is

$$
\delta=E(\Delta_2)-E(\Delta_4),
$$

where $\Delta_2$ denotes the out-of-plane pair and $\Delta_4$ the in-plane four. A negative $\delta$ means that the out-of-plane pair is lower. The result to be derived is

$$
\delta=-\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .
$$

Here $\varepsilon$ is the in-plane strain, positive for tension, $\Xi_u$ is the Herring-Vogt uniaxial deformation potential, and $C_{11}$ and $C_{12}$ are elastic constants. This half derives the response of a valley to a given strain. The second half finds the strain in the film and the resulting splitting.

### Strain and wavevector

Let the cubic axes be $x,y,z$, with $z$ normal to the film. A homogeneous strain takes a point $\mathbf r$ of the undeformed crystal to

$$
\mathbf r'=(1+\epsilon)\mathbf r ,
$$

where $\epsilon$ is a symmetric matrix with components $\epsilon_{ij}$. Its diagonal elements are relative changes of length. Its off-diagonal elements are tensor shear strains, each half the corresponding engineering shear. A rigid rotation has been left out because it turns the crystal without changing its energies.

A plane wave must be followed through the deformation. Suppose its undeformed wavevector is $\mathbf q$ and its deformed wavevector is $\mathbf q'$. Keeping the same phase at the same material point requires

$$
\mathbf q'\cdot\mathbf r'=\mathbf q\cdot\mathbf r .
$$

Substituting $\mathbf r'=(1+\epsilon)\mathbf r$, and using the symmetry of $\epsilon$, gives

$$
\big[(1+\epsilon)\mathbf q'\big]\cdot\mathbf r=\mathbf q\cdot\mathbf r .
$$

This holds for every $\mathbf r$, so

$$
\mathbf q'=(1+\epsilon)^{-1}\mathbf q
=\mathbf q-\epsilon\mathbf q+O(\epsilon^2).
$$

Tension along an axis therefore shortens reciprocal vectors along that axis. Reciprocal lattice vectors $\mathbf G$ transform in the same way. We label a Bloch state by its undeformed wavevector $\mathbf k$, which lets states of differently strained crystals be compared on one fixed Brillouin zone.

### The strain derivative of the Hamiltonian

A one-electron model with a local pseudopotential shows what the deformation potentials contain. Its matrix elements between plane waves $\mathbf k+\mathbf G$ and $\mathbf k+\mathbf G'$ are kinetic energies on the diagonal and potential energies elsewhere. In this subsection the prime on $\mathbf G'$ labels a second reciprocal vector, not a deformation.

For the kinetic energy put $\mathbf q=\mathbf k+\mathbf G$. Its deformed squared length is

$$
|\mathbf q-\epsilon\mathbf q|^2
=q^2-2\,\mathbf q\cdot\epsilon\mathbf q+O(\epsilon^2).
$$

Multiplication by $\hbar^2/2m$, with $m$ the free-electron mass, gives the first-order change

$$
\delta T_{\mathbf G}
=-\frac{\hbar^2}{m}\,\mathbf q\cdot\epsilon\mathbf q .
$$

The factor two from the squared length has cancelled the two in $\hbar^2/2m$.

For the potential let $\mathbf g=\mathbf G-\mathbf G'$. With the origin midway between the two atoms of the diamond cell, write

$$
V_{\mathbf G\mathbf G'}=S_{\mathbf g}\,v(g^2)\,\frac{\Omega_0}{\Omega}.
$$

The structure factor $S_{\mathbf g}$ carries the atomic positions, $v$ is the form factor, and $\Omega/\Omega_0$ is the ratio of deformed to undeformed volume. If the atoms follow the homogeneous strain, the phase of $\mathbf g$ at each atom is unchanged, and so is $S_{\mathbf g}$. To first order,

$$
g^2\to g^2-2\,\mathbf g\cdot\epsilon\mathbf g,
\qquad
\frac{\Omega_0}{\Omega}
=\frac{1}{\det(1+\epsilon)}
=1-\mathrm{Tr}\,\epsilon .
$$

The product rule then gives

$$
\delta V_{\mathbf G\mathbf G'}
=S_{\mathbf g}\left[-2v'(g^2)\,\mathbf g\cdot\epsilon\mathbf g
-v(g^2)\,\mathrm{Tr}\,\epsilon\right],
$$

where $v'$ is the derivative with respect to $g^2$. The form factor is assumed to keep its shape when the crystal is strained. That assumption belongs to this model; the symmetry argument below does not need it.

### From the Hamiltonian to an energy shift

Let $c$ be the normalized column of plane-wave coefficients of the valley state. It satisfies $Hc=Ec$ and $c^\dagger c=1$. Since $E=c^\dagger Hc$, a small change gives

$$
\begin{aligned}
\delta E
&=\delta c^\dagger\,Hc+c^\dagger\,\delta H\,c+c^\dagger H\,\delta c\\
&=c^\dagger\,\delta H\,c+E\,(\delta c^\dagger\,c+c^\dagger\delta c).
\end{aligned}
$$

The last bracket is the change of $c^\dagger c$, which is zero by normalization. Thus

$$
\delta E=c^\dagger\,\delta H\,c .
$$

The change of the wavefunction does not enter at first order. Both parts of $\delta H$ are linear in $\epsilon_{ij}$, so the shift at fixed $\mathbf k$ has the form

$$
\delta E=\sum_{ij}D_{ij}\epsilon_{ij}.
$$

The matrix $D$ can be taken symmetric because $\epsilon$ is symmetric.

This step requires a level that is nondegenerate apart from spin. With several orbital states at the same energy, strain would first have to be diagonalized among them. The silicon valleys considered here lie inside the zone on the $\Delta$ axes, where the lowest conduction band is separated from the next band.

Separation in energy also limits how much strain may be applied. If $W$ is the first-order strain perturbation, its coupling of the valley state $n$ to another state $p$ at the same $\mathbf k$ adds the second-order term

$$
\frac{|W_{pn}|^2}{E_n-E_p}.
$$

The expansion needs $|W_{pn}|$ to be small compared with $|E_n-E_p|$, so a nearby band with a large strain coupling shortens the useful range. This coupling is not the only second-order term. The Hamiltonian itself has a part quadratic in strain, whose expectation value enters at the same order and can be the larger contribution. For the diagonal strain of a (001) film, symmetry forbids any coupling of the valley state to the next conduction band; for a valley along $z$ that band is reached by the shear $\epsilon_{xy}$.

### The valley minimum also moves

The band edge is the minimum over $\mathbf k$, and strain can move that minimum. Let $\mathbf k_0$ be its unstrained position and $\mathbf s=\mathbf k-\mathbf k_0$. Near the minimum,

$$
E(\mathbf k,\epsilon)=E_0+\sum_{ij}D_{ij}\epsilon_{ij}
+\mathbf b\cdot\mathbf s+\frac12\mathbf s\cdot A\mathbf s+\cdots .
$$

No term linear in $\mathbf s$ exists at zero strain because $\mathbf k_0$ is a minimum. Hence $\mathbf b$ is itself linear in strain. The matrix $A$ describes the unstrained curvature and is positive definite.

Setting the derivative with respect to $\mathbf s$ to zero gives

$$
\mathbf b+A\mathbf s=0,
\qquad \mathbf s=-A^{-1}\mathbf b .
$$

Insert this displacement into the last two terms:

$$
\begin{aligned}
\mathbf b\cdot\mathbf s+\frac12\mathbf s\cdot A\mathbf s
&=-\mathbf b\cdot A^{-1}\mathbf b
+\frac12\mathbf b\cdot A^{-1}\mathbf b\\
&=-\frac12\mathbf b\cdot A^{-1}\mathbf b .
\end{aligned}
$$

The minimum moves by an amount linear in strain, but the energy it gains is quadratic. The first-order shift of the band edge is therefore the shift evaluated at the old valley position, expressed in the undeformed coordinate.

### Symmetry leaves two constants

A general symmetric matrix $D$ has six independent elements. Crystal symmetry reduces them to two for a valley on a cubic axis.

Let $R$ be the rotation part of a symmetry operation of the undeformed crystal. Applying it to the strained crystal turns the strain into $R\epsilon R^T$ and the wavevector into $R\mathbf k$. The energy is unchanged:

$$
E(R\mathbf k,R\epsilon R^T)=E(\mathbf k,\epsilon).
$$

Some operations of the diamond structure also include a translation by a fraction of a cell. A translation changes neither a homogeneous strain nor the energy, so the relation remains valid.

Consider the valley along $+z$ and a fourfold rotation about $z$. It takes the unit vectors as follows:

$$
\hat{\mathbf x}\to\hat{\mathbf y},\qquad
\hat{\mathbf y}\to-\hat{\mathbf x},\qquad
\hat{\mathbf z}\to\hat{\mathbf z}.
$$

The valley stays in place, so $D$ must be unchanged by the rotation. Applying the map to each pair of indices yields

$$
D_{xx}=D_{yy},
\qquad
D_{xy}=-D_{yx}=-D_{xy},
$$

and hence $D_{xy}=0$. For the other off-diagonal elements,

$$
D_{xz}=D_{yz},\qquad D_{yz}=-D_{xz}.
$$

Together these give $D_{xz}=-D_{xz}$, so $D_{xz}=D_{yz}=0$. What remains is

$$
D=
\begin{pmatrix}
D_{xx}&0&0\\
0&D_{xx}&0\\
0&0&D_{zz}
\end{pmatrix}.
$$

The vertical mirrors that also preserve the valley agree with this form and do not force $D_{zz}$ to equal $D_{xx}$. As a test, averaging an arbitrary symmetric matrix over all eight operations that keep $+z$ fixed produced this pattern, with unequal values of $D_{zz}$ and $D_{xx}$.

The argument also covers atoms that move within the cell under strain. If those positions are relaxed, their response is part of $D$ and obeys the same symmetry. For the diagonal strain of a (001) film there is no such extra displacement at first order. Twofold rotations about $x$, $y$ and $z$ through an atom survive the strain, and no nonzero force vector is unchanged by all three.

### The Herring-Vogt form

Define

$$
\Xi_d=D_{xx},\qquad \Xi_u=D_{zz}-D_{xx}.
$$

For the $z$ valley the shift becomes

$$
\begin{aligned}
\Delta E_z
&=D_{xx}(\epsilon_{xx}+\epsilon_{yy})+D_{zz}\epsilon_{zz}\\
&=\Xi_d(\epsilon_{xx}+\epsilon_{yy})
+(\Xi_d+\Xi_u)\epsilon_{zz}\\
&=\Xi_d\,\mathrm{Tr}\,\epsilon+\Xi_u\epsilon_{zz}.
\end{aligned}
$$

A cubic rotation carries the $z$ valley to a valley with unit axis $\mathbf n$. The trace is unchanged, and $\epsilon_{zz}$ becomes the strain along the new axis. Thus

$$
\Delta E_{\mathbf n}
=\Xi_d\,\mathrm{Tr}\,\epsilon
+\Xi_u\,\mathbf n\cdot\epsilon\mathbf n .
$$

This is the Herring-Vogt form for the silicon valleys. The constant $\Xi_d$ gives the response to a strain transverse to the valley. The response to a strain along the valley is $\Xi_d+\Xi_u$. Since the two constants can have opposite signs, this sum can be smaller in magnitude than $\Xi_d$ alone. Valleys at $+\mathbf n$ and $-\mathbf n$ shift equally because $\mathbf n$ appears twice.

The energy reference affects the two constants differently. Suppose the chosen zero of energy moves by $a\,\mathrm{Tr}\,\epsilon$ under strain. Subtracting it changes $\Xi_d$ to $\Xi_d-a$ and leaves $\Xi_u$ unchanged. A quoted $\Xi_d$ therefore needs its reference, while a difference between valleys does not.

The model Hamiltonian shows the same separation. The volume factor contributes equally to $D_{xx}$ and $D_{zz}$, so it drops out of $\Xi_u$. What remains is the difference between longitudinal and transverse kinetic terms, together with the corresponding difference in the slope terms of the potential. The uniaxial constant thus measures how unequally the valley state responds to stretching along and across its axis.

## Second half: the strained film and its valley splitting

### Results taken over

The film normal is $z$, and positive strain means extension. For a valley with unit axis $\mathbf n$, the first-order energy shift is

$$
\Delta E_{\mathbf n}
=\Xi_d\,\mathrm{Tr}\,\epsilon
+\Xi_u\,\mathbf n\cdot\epsilon\mathbf n .
$$

The first term moves all valleys together and depends on the energy reference. The second distinguishes their axes. The $\Delta_2$ valleys lie along $\pm z$, the $\Delta_4$ valleys lie along $\pm x$ and $\pm y$, and $\delta=E(\Delta_2)-E(\Delta_4)$. It remains to find the strain tensor.

The first-order shift of a silicon valley under a given strain is now expressed through two constants, of which only $\Xi_u$ distinguishes the valley axes. What remains is to find the normal strain of a film with a free surface, obtain the splitting $\delta$ from it, and test the linear law.
